# The hydrogen 2p fine-structure interval: Dirac value, anomalous moment and proton mass

## Problem

Suppose, as a given datum of this exercise, that a measurement of the interval between the $2p_{3/2}$ and $2p_{1/2}$ levels of hydrogen, averaged over hyperfine structure, is reported as 10.97 GHz, rounded to four figures.

(a) Find the interval from the Dirac equation for an electron in the field of a fixed point proton. Expand it in the fine-structure constant $\alpha$ and evaluate it.

(b) The electron's $g$ factor is $2(1+a)$, with $a=0.00115965$. By how much does the anomaly $a$ change the interval?

(c) The proton has mass $M=1836.1527$ in electron masses. What does its motion change?

(d) Does the anomalous moment account for the gap between the Dirac value and the measured one?

Use Gaussian atomic units: the electron has mass 1 and charge $-1$, and $c=1/\alpha=137.035999$. One hartree corresponds to $6.579684\times10^{9}$ MHz.

## Solution

### (a) The Dirac interval

The potential energy is $V=-1/r$. Write the upper part of the Dirac spinor as $(P/r)\,\Omega_\kappa$ and the lower part as $(iQ/r)\,\Omega_{-\kappa}$, where $\Omega_\kappa$ are spin-angular functions. Here $\kappa=-2$ for $p_{3/2}$ and $\kappa=1$ for $p_{1/2}$. With $W$ the energy including the rest energy $c^2$, the radial equations are

$$\left(W+\tfrac1r-c^2\right)P=c\left(-Q'+\tfrac{\kappa}{r}Q\right),\qquad
\left(W+\tfrac1r+c^2\right)Q=c\left(P'+\tfrac{\kappa}{r}P\right).$$

For a bound state, try

$$P=e^{-\lambda r}r^\gamma\sum_{k=0}^{n'}a_kr^k,\qquad Q=e^{-\lambda r}r^\gamma\sum_{k=0}^{n'}b_kr^k,$$

with $\lambda,\gamma>0$. Equating the coefficients of $e^{-\lambda r}r^{\gamma+k}$ gives

$$(W-c^2)a_k+a_{k+1}=c\left[\lambda b_k-(\gamma+k+1-\kappa)b_{k+1}\right],$$
$$(W+c^2)b_k+b_{k+1}=c\left[-\lambda a_k+(\gamma+k+1+\kappa)a_{k+1}\right].$$

**Lowest power, $k=-1$.** Here $a_0=-c(\gamma-\kappa)b_0$ and $b_0=c(\gamma+\kappa)a_0$. Inserting one in the other gives $1=-c^2(\gamma^2-\kappa^2)$, so $\gamma=\sqrt{\kappa^2-\alpha^2}$.

**Highest power, $k=n'$.** Since $a_{n'+1}=b_{n'+1}=0$,

$$(W-c^2)a_{n'}=c\lambda b_{n'},\qquad (W+c^2)b_{n'}=-c\lambda a_{n'},$$

and the product of the two gives $W^2-c^4=-c^2\lambda^2$.

**Next power, $k=n'-1$.** Let $N=\gamma+n'$, $a=a_{n'}$ and $b=b_{n'}$ (in this paragraph only, $a$ is a coefficient). Multiply the first equation by $W+c^2$, the second by $c\lambda$, and add. The terms in $b_{n'-1}$ cancel, and those in $a_{n'-1}$ cancel because $W^2-c^4=-c^2\lambda^2$. What remains is

$$(W+c^2)a+c\lambda b=-c(W+c^2)(N-\kappa)b+c^2\lambda(N+\kappa)a.$$

On the left, $c\lambda b=(W-c^2)a$. On the right, $(W+c^2)b=-c\lambda a$. Therefore

$$2Wa=c^2\lambda\left[(N-\kappa)+(N+\kappa)\right]a,\qquad W=c^2\lambda N.$$

Substituting $\lambda=W/(c^2N)$ into $W^2+c^2\lambda^2=c^4$ gives

$$W=\frac{c^2}{\sqrt{1+\alpha^2/N^2}}.$$

The $2p$ levels have $N\to2$ as $\alpha\to0$. This means $n'=0$ for $\kappa=-2$ and $n'=1$ for $\kappa=1$.

For $2p_{3/2}$, $N^2=4-\alpha^2$, so $1+\alpha^2/N^2=4/(4-\alpha^2)$ and

$$W_{3/2}=c^2\sqrt{1-\alpha^2/4}.$$

For $2p_{1/2}$, let $s=\sqrt{1-\alpha^2}$. Then $N=1+s$ and $N^2+\alpha^2=2+2s$, so $N^2/(N^2+\alpha^2)=(1+s)/2$ and

$$W_{1/2}=c^2\sqrt{(1+s)/2}.$$

Now put $x=\alpha^2$. The first root is

$$\sqrt{1-\tfrac x4}=1-\tfrac x8-\tfrac{x^2}{128}-\tfrac{x^3}{1024}-\dots$$

For the second, $(1+s)/2=1-y$ with $y=\frac x4+\frac{x^2}{16}+\frac{x^3}{32}+\dots$. Using $\sqrt{1-y}=1-\frac y2-\frac{y^2}8-\frac{y^3}{16}-\dots$,

$$\sqrt{1-y}=1-\tfrac x8-\left(\tfrac1{32}+\tfrac1{128}\right)x^2-\left(\tfrac1{64}+\tfrac1{256}+\tfrac1{1024}\right)x^3-\dots
=1-\tfrac x8-\tfrac{5x^2}{128}-\tfrac{21x^3}{1024}-\dots$$

The difference of the roots is $\frac{x^2}{32}+\frac{5x^3}{256}$. Multiplication by $c^2=1/x$ gives

$$\Delta_{\rm D}=\frac{\alpha^2}{32}\left(1+\frac58\alpha^2+\dots\right)\ \text{hartree}.$$

Numerically,

$$\frac{\alpha^2}{32}=\frac{5.325135\times10^{-5}}{32}=1.664105\times10^{-6}\ \text{hartree},$$

which is 10949.28 MHz, or 10.95 GHz. The higher terms add 0.36 MHz, and the unexpanded Dirac interval is 10949.65 MHz after rounding.

### (b) The anomalous moment

**The ordinary spin-orbit term.** Let $\phi$ and $\chi$ be the upper and lower two-component parts of the spinor, and $\varepsilon=W-c^2$. The lower Dirac equation gives $\chi=c\,(2c^2+\varepsilon-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\phi$. Put into the upper equation, it produces the operator

$$c^2\,\boldsymbol\sigma\cdot\mathbf p\,\frac1{2c^2+\varepsilon-V}\,\boldsymbol\sigma\cdot\mathbf p\approx\frac{p^2}2-\frac{1}{4c^2}\,\boldsymbol\sigma\cdot\mathbf p\,(\varepsilon-V)\,\boldsymbol\sigma\cdot\mathbf p .$$

Moving $\mathbf p$ past $V$ gives $\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p=Vp^2-i\,(\boldsymbol\sigma\cdot\nabla V)(\boldsymbol\sigma\cdot\mathbf p)$, and

$$(\boldsymbol\sigma\cdot\nabla V)(\boldsymbol\sigma\cdot\mathbf p)=\nabla V\cdot\mathbf p+i\boldsymbol\sigma\cdot(\nabla V\times\mathbf p),\qquad \nabla V\times\mathbf p=\frac{V'}r\mathbf L .$$

With $\boldsymbol\sigma=2\mathbf S$ and $V'=1/r^2$, the spin-dependent part is $\frac{\alpha^2}{2r^3}\mathbf L\cdot\mathbf S$. The other terms of this order, including the correction for the norm of $\chi$, do not involve the spin and shift both levels equally.

**The anomalous term.** The extra moment has the magnetic energy $\frac{a}{2c}\beta\,\boldsymbol\Sigma\cdot\mathbf B$. Its covariant form is built from $\sigma^{\mu\nu}F_{\mu\nu}$, with $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$. Here $\sigma^{0k}=i\alpha_k$, where $\boldsymbol\alpha$ denotes the Dirac matrices, and $\sigma^{jk}=\epsilon_{jkl}\Sigma_l$, while $F_{0k}=E_k$ and $F_{jk}=-\epsilon_{jkl}B_l$. Hence $\frac12\sigma^{\mu\nu}F_{\mu\nu}=-(\boldsymbol\Sigma\cdot\mathbf B-i\boldsymbol\alpha\cdot\mathbf E)$, and $\boldsymbol\Sigma\cdot\mathbf B$ is replaced by $\boldsymbol\Sigma\cdot\mathbf B-i\boldsymbol\alpha\cdot\mathbf E$. For charge $-1$, $\mathbf E=\nabla V$, so a static electric field contributes the Pauli term

$$H_{\rm P}=-\frac{ia}{2c}\,\beta\,\boldsymbol\alpha\cdot\nabla V .$$

It couples $\phi$ to $\chi$ through the block $-\frac{ia}{2c}\boldsymbol\sigma\cdot\nabla V$. To leading order $\chi=\boldsymbol\sigma\cdot\mathbf p\,\phi/(2c)$, and the first-order energy is

$$-\frac{ia}{4c^2}\langle\phi|(\boldsymbol\sigma\cdot\nabla V)(\boldsymbol\sigma\cdot\mathbf p)|\phi\rangle+\text{complex conjugate}.$$

The spin part of the product is $i(V'/r)\boldsymbol\sigma\cdot\mathbf L$. It gives $\frac{a}{4c^2}\langle(V'/r)\boldsymbol\sigma\cdot\mathbf L\rangle$, and the conjugate doubles this. The result is $a\alpha^2\langle\mathbf L\cdot\mathbf S/r^3\rangle$. The spin-free part is proportional to $\nabla^2V$, which vanishes away from the nucleus; a $p$ function vanishes at the nucleus, so this part drops out. For $s$ states it would not.

**The interval.** The two spin-orbit terms add to

$$H_{\rm so}=\frac{\alpha^2}{r^3}\left(\frac12+a\right)\mathbf L\cdot\mathbf S .$$

From $\mathbf L\cdot\mathbf S=\frac12\left[j(j+1)-2-\frac34\right]$, its values are $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$, a difference of $\frac32$. The nonrelativistic radial function is $P=r^2e^{-r/2}/\sqrt{24}$, so

$$\langle r^{-3}\rangle=\frac1{24}\int_0^\infty r\,e^{-r}\,dr=\frac1{24}.$$

The interval becomes

$$\alpha^2\left(\frac12+a\right)\frac32\cdot\frac1{24}=\frac{\alpha^2}{32}(1+2a).$$

For $a=0$ this agrees with part (a). The relative correction is $2a$ and not $a$ because the interval is proportional to $\frac12+a=(g-1)/2$, whereas the moment is proportional to $g/2=1+a$. The shift is

$$0.0023193\times10949.28\ \text{MHz}=25.39\ \text{MHz}.$$

Diagonalizing the radial Dirac equation with the Pauli term included gives 25.40 MHz.

The anomaly is itself a radiative effect, so other radiative effects of the same order, $\alpha^3$ hartree, must be considered. The low-energy part of the self-energy acts through the orbital motion and is the same for both levels at this order. The spin-independent high-energy part of the self-energy and the vacuum polarization act as contact potentials at this order and vanish for $p$ states. These properties of the radiative corrections are taken as given here; they are not derived or tested.

### (c) The motion of the proton

In the centre-of-mass frame the electron has momentum $\mathbf p$ and the proton $-\mathbf p$. Two changes affect the interval averaged over hyperfine structure.

First, the kinetic energy is $\frac{p^2}{2}\left(1+\frac1M\right)=\frac{p^2}{2\mu}$ with $\mu=M/(1+M)=0.99945568$. Lengths scale as $1/\mu$, so $\langle r^{-3}\rangle=\mu^3/24$.

Second, the moving proton produces a magnetic field at the electron. With proton velocity $-\mathbf p/M$ and electric field $\mathbf E=\mathbf r/r^3$, the leading term is

$$\mathbf B=\frac1c\left(-\frac{\mathbf p}{M}\right)\times\frac{\mathbf r}{r^3}=\frac{\mathbf L}{Mc\,r^3},$$

because $\mathbf p\times\mathbf r=-\mathbf L$. The full moment acts here, with energy

$$\frac{1+a}{c}\,\mathbf S\cdot\mathbf B=\frac{(1+a)\alpha^2}{M r^3}\mathbf L\cdot\mathbf S .$$

The coupling of this field to the electron's orbital motion is independent of the electron spin. Terms with the proton's spin belong to the hyperfine structure; to first order they drop out of the average.

The coefficient $\frac12+a$ is thus replaced by $\frac12+a+\frac{1+a}M$. Keeping the small higher Dirac term for a fixed nucleus,

$$\Delta=\frac{\alpha^2}{32}\left\{\mu^3\left[1+2a+\frac{2(1+a)}M\right]+\frac58\alpha^2\right\}\ \text{hartree}.$$

For large $M$, $\mu^3\approx1-3/M$. Apart from terms in $a/M$, the relative change is $-3/M+2/M=-1/M$: the larger orbit weakens the splitting more than the proton's magnetic field strengthens it. This estimate gives $-5.96$ MHz, and the full expression gives $-5.99$ MHz.

### (d) Comparison with the measured value

The gap between the measured and Dirac values is

$$10970-10949.65\approx20.4\ \text{MHz}.$$

Since 10.97 GHz is rounded, it stands for anything from 10965 to 10975 MHz, and the gap is uncertain by 5 MHz either way.

The anomaly contributes 25.4 MHz, which is 1.25 times the central gap. It is the largest correction and has the right sign, but alone it overshoots the central gap by about 5 MHz, and the proton's motion takes back about 6 MHz. Together,

$$10949.65+25.39-5.99=10969.05\ \text{MHz},$$

or 10.97 GHz, in agreement with the measured value as given. The anomaly alone would lead to 10975.04 MHz, which lies only 0.04 MHz above the upper edge of the rounding range and would round to 10.98 GHz. The four-figure value therefore excludes the anomaly-only result by a very narrow margin, and it is too coarse to fix the size of the proton-mass shift. That shift is included because the proton is not fixed: it combines the effects of the larger orbit and of the proton's magnetic field, both derived in part (c).

The numerical check tests the Dirac energies, the factor $2a$, the spin-orbit coefficient with a moving proton, and the mass scaling of $\langle r^{-3}\rangle$.

## Computed values

```
fine-structure constant alpha: 0.007297353
1/alpha: 137.035999
alpha^2: 5.325135e-05
electron moment anomaly a: 0.00115965
one-loop value alpha/(2 pi): 0.00116141
proton mass M: 1836.1527 electron masses
reduced mass mu: 0.99945568 electron masses
1 hartree: 6.579684e+09 MHz
Dirac 2p3/2 energy: -0.125000416029 hartree
Dirac 2p1/2 energy: -0.125002080189 hartree
alpha^2/32: 1.664105e-06 hartree
alpha^2/32: 10949.28 MHz
exact Dirac interval: 1.664160e-06 hartree
exact Dirac interval: 10949.65 MHz
higher Dirac terms: 0.36 MHz
relative anomaly correction 2a: 0.0023193
anomaly shift, 2a alpha^2/32: 25.39 MHz
anomaly shift, Dirac-Pauli matrix: 25.40 MHz
Dirac plus anomaly: 10975.04 MHz
proton-mass shift: -5.99 MHz
estimate -(alpha^2/32)/M: -5.96 MHz
sum of all contributions: 10969.05 MHz
sum of all contributions: 10.97 GHz
given rounded value: 10.97 GHz
gap, given minus Dirac: 20.4 MHz
gap, lowest by rounding: 15.4 MHz
gap, highest by rounding: 25.4 MHz
anomaly shift / central gap: 1.25
anomaly plus proton mass: 19.40 MHz
grid <r^-3>, fixed nucleus: 0.04167 bohr^-3
1/24: 0.04167 bohr^-3
```
